# The Y-Function and Constant Series Resistance in Organic Transistors: a numerical check

```python
"""Y-function of a thin-film transistor in the linear regime.
Result under test: Y = I/sqrt(gm) = sqrt(beta*VD)*u is free of a constant
series resistance R, where u = VG - VT - VD/2 and beta = W*Ci*mu0/L.
I: drain current, gm = dI/dVG at fixed external drain voltage VD,
VG: gate voltage, VT: threshold, W, L: channel width and length,
Ci: gate capacitance per area, mu0: low-field mobility,
theta0: mobility attenuation, theta = theta0 + beta*R.
Currents come from a self-consistent circuit solution with a local integral
over the channel potential; gm comes from finite differences.
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
from scipy.optimize import brentq

WIDTH = 1000e-6
LENGTH = 20e-6
CAPACITANCE = 1e-4
MU0 = 1e-4
VT = 5.0
VD = 1.0
THETA0 = 0.01
R_TOTAL = 1e5
V_REF = 10.0
GATES = np.arange(15.0, 45.5, 1.0)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)


def beta_of(length):
    return WIDTH * CAPACITANCE * MU0 / length


def drain_current(vg, length, vd, rs, rd, theta0, gamma, a):
    """Solve for the current; a/u is a gate-dependent contact part."""
    beta = beta_of(length)
    extra = 0.5 * a / (vg - VT - vd / 2)

    def channel(current):
        low = current * (rs + extra)
        high = vd - current * (rd + extra)
        phi = 0.5 * (high + low) + 0.5 * (high - low) * NODES
        x = vg - VT - phi
        g = beta * x * (x / V_REF) ** gamma / (1 + theta0 * x)
        return 0.5 * (high - low) * np.dot(WEIGHTS, g)

    upper = channel(0.0) * 1.01
    return brentq(lambda i: i - channel(i), 0.0, upper,
                  xtol=1e-20, rtol=1e-14)


def sweep(length=LENGTH, vd=VD, rs=R_TOTAL / 2, rd=R_TOTAL / 2,
          theta0=THETA0, gamma=0.0, a=0.0):
    """Return current, transconductance and Y on the gate grid."""
    h = 0.1

    def current(vg):
        return drain_current(vg, length, vd, rs, rd, theta0, gamma, a)

    i = np.array([current(v) for v in GATES])
    gm = np.array([(8 * (current(v + h) - current(v - h))
                    - current(v + 2 * h) + current(v - 2 * h)) / (12 * h)
                   for v in GATES])
    return i, gm, i / np.sqrt(gm)


def extract(gm, y, vd=VD):
    """Straight-line fits: beta, threshold and total attenuation."""
    slope, offset = np.polyfit(GATES, y, 1)
    slope_inverse = np.polyfit(GATES, 1 / np.sqrt(gm), 1)[0]
    return slope**2 / vd, -offset / slope - vd / 2, slope * slope_inverse


def mobility(beta, length=LENGTH):
    return beta * length / (WIDTH * CAPACITANCE)


def deviation(values, reference):
    return np.max(np.abs(values / reference - 1))


beta = beta_of(LENGTH)
u = GATES - VT - VD / 2
theta = THETA0 + beta * R_TOTAL
y_formula = np.sqrt(beta * VD) * u

# Constant mobility and equal contacts: exact cancellation at finite VD.
exact_errors = []
for vd_test in (1.0, 4.0):
    y_test = sweep(vd=vd_test, theta0=0.0)[2]
    y_ref = np.sqrt(beta * vd_test) * (GATES - VT - vd_test / 2)
    exact_errors.append(deviation(y_test, y_ref))
assert max(exact_errors) < 1e-6

# With attenuation, the local channel integral leaves a small VD**2 term.
i_free, gm_free, y_free = sweep(rs=0.0, rd=0.0)
i_res, gm_res, y_res = sweep()
assert deviation(i_res, beta * VD * u / (1 + theta * u)) < 3e-4
assert deviation(gm_res, beta * VD / (1 + theta * u) ** 2) < 5e-4
assert deviation(y_res, y_formula) < 3e-4
assert deviation(y_res, y_free) < 3e-4
assert np.max(i_res / i_free) < 0.8

beta_fit, vt_fit, theta_fit = extract(gm_res, y_res)
assert abs(beta_fit / beta - 1) < 1e-3
assert abs(vt_fit - VT) < 0.01
assert abs(theta_fit / theta - 1) < 2e-3

# Several channel lengths separate the contacts from the attenuation.
lengths = np.array([10e-6, 20e-6, 40e-6, 80e-6])
length_fits = []
for length in lengths:
    _, gm_l, y_l = sweep(length=length)
    length_fits.append(extract(gm_l, y_l))
length_fits = np.array(length_fits)
r_fit, theta0_fit = np.polyfit(length_fits[:, 0], length_fits[:, 2], 1)
assert abs(r_fit / R_TOTAL - 1) < 0.005
assert abs(theta0_fit / THETA0 - 1) < 0.03

# All resistance at the source: first-order formula and its remainder.
delta = R_TOTAL / 2


def source_shift(vd, theta_total):
    v = GATES - VT - vd / 2
    return (-0.5 * delta * beta * vd * (1 + 2 * theta_total * v)
            / (1 + theta_total * v) ** 2)


_, gm_source, y_source = sweep(rs=R_TOTAL, rd=0.0)
shift_seen = y_source / y_formula - 1
shift_formula = source_shift(VD, theta)
assert np.max(np.abs(shift_seen - shift_formula)) < 5e-4
remainders = []
for vd_test in (1.0, 0.5):
    y_test = sweep(vd=vd_test, rs=R_TOTAL, rd=0.0, theta0=0.0)[2]
    y_ref = np.sqrt(beta * vd_test) * (GATES - VT - vd_test / 2)
    rest = y_test / y_ref - 1 - source_shift(vd_test, beta * R_TOTAL)
    remainders.append(np.max(np.abs(rest)))
remainder_ratio = remainders[0] / remainders[1]
assert 3.5 < remainder_ratio < 4.5
beta_source, vt_source, _ = extract(gm_source, y_source)

# Power-law mobility: R cancels, but Y is curved.
GAMMA = 0.5
_, gm_power, y_power = sweep(theta0=0.0, gamma=GAMMA)
y_power_free = sweep(rs=0.0, rd=0.0, theta0=0.0, gamma=GAMMA)[2]
y_power_formula = (np.sqrt(beta * VD / (1 + GAMMA)) * u
                   * (u / V_REF) ** (GAMMA / 2))
assert deviation(y_power, y_power_formula) < 1e-3
assert deviation(y_power, y_power_free) < 1e-3
_, vt_power, _ = extract(gm_power, y_power)
assert abs(vt_power - VT) > 1.0

# Gate-dependent contact R + A/u: Y is straight, but its slope is wrong.
A_CONTACT = 1e6
beta_gate = []
for length in lengths:
    _, gm_l, y_l = sweep(length=length, a=A_CONTACT)
    b_l, vt_l, _ = extract(gm_l, y_l)
    line = np.sqrt(b_l * VD) * (GATES - vt_l - VD / 2)
    assert deviation(y_l, line) < 1e-3
    expected = beta_of(length) / (1 + A_CONTACT * beta_of(length))
    assert abs(b_l / expected - 1) < 2e-3
    beta_gate.append(b_l)
beta_gate = np.array(beta_gate)
inverse_slope, a_fit = np.polyfit(lengths, 1 / beta_gate, 1)
mu_gate_fit = 1 / (inverse_slope * WIDTH * CAPACITANCE)
assert abs(a_fit / A_CONTACT - 1) < 0.01
assert abs(mu_gate_fit / MU0 - 1) < 0.01

print(f"W = {WIDTH*1e6:.0f} um, L = {LENGTH*1e6:.0f} um")
print(f"Ci = {CAPACITANCE*1e5:.1f} nF/cm^2")
print(f"mu0 = {MU0*1e4:.3f} cm^2/(V s)")
print(f"VT = {VT:.2f} V, VD = {VD:.2f} V")
print(f"theta0 = {THETA0:.4f} 1/V, R = {R_TOTAL/1e3:.1f} kOhm")
print(f"beta = {beta*1e6:.4f} uA/V^2")
print(f"beta*R = {beta*R_TOTAL:.4f} 1/V, theta = {theta:.4f} 1/V")
print(f"gate sweep: {GATES[0]:.0f} to {GATES[-1]:.0f} V, step 1 V")
print("Y in 1e-3 A^(1/2) V^(1/2); I in uA; gm in uA/V")
for vg in (15.0, 25.0, 35.0, 45.0):
    k = int(np.argmin(np.abs(GATES - vg)))
    print(f"VG = {vg:.0f} V, u = {u[k]:.1f} V")
    print(f"  R = 0: I = {i_free[k]*1e6:.4f}, gm = {gm_free[k]*1e6:.5f},"
          f" Y = {y_free[k]*1e3:.4f}")
    print(f"  with R: I = {i_res[k]*1e6:.4f}, gm = {gm_res[k]*1e6:.5f},"
          f" Y = {y_res[k]*1e3:.4f}")
    print(f"  formula Y = {y_formula[k]*1e3:.4f}")
print(f"largest relative change of Y due to R: "
      f"{deviation(y_res, y_free):.1e}")
print(f"constant mobility, VD = 1 and 4 V: largest relative error "
      f"{max(exact_errors):.1e}")
k35 = int(np.argmin(np.abs(GATES - 35.0)))
print(f"mobility from gm at VG = 35 V: "
      f"{mobility(gm_res[k35]/VD)*1e4:.4f} cm^2/(V s)")
print(f"mobility from Y slope: {mobility(beta_fit)*1e4:.4f} cm^2/(V s)")
print(f"VT from Y: {vt_fit:.4f} V, theta from slopes: "
      f"{theta_fit:.5f} 1/V")
print(f"one-device upper bound theta/beta: "
      f"{theta_fit/beta_fit/1e3:.2f} kOhm")
for length, fit in zip(lengths, length_fits):
    print(f"L = {length*1e6:.0f} um: beta = {fit[0]*1e6:.4f} uA/V^2,"
          f" theta = {fit[2]:.5f} 1/V")
print(f"from four lengths: R = {r_fit/1e3:.2f} kOhm, "
      f"theta0 = {theta0_fit:.5f} 1/V")
print(f"source-only R, VG = 15 V: Y shift {shift_seen[0]*100:.3f} %, "
      f"formula {shift_formula[0]*100:.3f} %")
print(f"source-only R: mobility {mobility(beta_source)*1e4:.4f} "
      f"cm^2/(V s), VT {vt_source:.4f} V")
print(f"source-only remainder ratio on halving VD: "
      f"{remainder_ratio:.3f}")
print(f"power law gamma = {GAMMA:.1f}, V_ref = {V_REF:.0f} V: "
      f"line-fit VT = {vt_power:.3f} V")
print(f"gate-dependent contact: a = {A_CONTACT/1e6:.2f} MOhm V")
for length, b_l in zip(lengths, beta_gate):
    print(f"  L = {length*1e6:.0f} um: apparent mobility "
          f"{mobility(b_l, length)*1e4:.4f} cm^2/(V s)")
print(f"  from 1/beta against L: a = {a_fit/1e6:.4f} MOhm V, "
      f"mu0 = {mu_gate_fit*1e4:.4f} cm^2/(V s)")
print("all good")
```

Printed output:

```
W = 1000 um, L = 20 um
Ci = 10.0 nF/cm^2
mu0 = 1.000 cm^2/(V s)
VT = 5.00 V, VD = 1.00 V
theta0 = 0.0100 1/V, R = 100.0 kOhm
beta = 0.5000 uA/V^2
beta*R = 0.0500 1/V, theta = 0.0600 1/V
gate sweep: 15 to 45 V, step 1 V
Y in 1e-3 A^(1/2) V^(1/2); I in uA; gm in uA/V
VG = 15 V, u = 9.5 V
  R = 0: I = 4.3376, gm = 0.41701, Y = 6.7170
  with R: I = 3.0254, gm = 0.20286, Y = 6.7172
  formula Y = 6.7175
VG = 25 V, u = 19.5 V
  R = 0: I = 8.1588, gm = 0.35014, Y = 13.7880
  with R: I = 4.4931, gm = 0.10618, Y = 13.7884
  formula Y = 13.7886
VG = 35 V, u = 29.5 V
  R = 0: I = 11.3898, gm = 0.29815, Y = 20.8591
  with R: I = 5.3249, gm = 0.06517, Y = 20.8595
  formula Y = 20.8597
VG = 45 V, u = 39.5 V
  R = 0: I = 14.1576, gm = 0.25694, Y = 27.9302
  with R: I = 5.8605, gm = 0.04403, Y = 27.9306
  formula Y = 27.9307
largest relative change of Y due to R: 3.2e-05
constant mobility, VD = 1 and 4 V: largest relative error 3.3e-10
mobility from gm at VG = 35 V: 0.1303 cm^2/(V s)
mobility from Y slope: 1.0000 cm^2/(V s)
VT from Y: 5.0005 V, theta from slopes: 0.06000 1/V
one-device upper bound theta/beta: 120.00 kOhm
L = 10 um: beta = 1.0000 uA/V^2, theta = 0.11000 1/V
L = 20 um: beta = 0.5000 uA/V^2, theta = 0.06000 1/V
L = 40 um: beta = 0.2500 uA/V^2, theta = 0.03500 1/V
L = 80 um: beta = 0.1250 uA/V^2, theta = 0.02250 1/V
from four lengths: R = 100.00 kOhm, theta0 = 0.01000 1/V
source-only R, VG = 15 V: Y shift -1.078 %, formula -1.085 %
source-only R: mobility 0.9905 cm^2/(V s), VT 5.0737 V
source-only remainder ratio on halving VD: 4.048
power law gamma = 0.5, V_ref = 10 V: line-fit VT = 9.316 V
gate-dependent contact: a = 1.00 MOhm V
  L = 10 um: apparent mobility 0.5000 cm^2/(V s)
  L = 20 um: apparent mobility 0.6667 cm^2/(V s)
  L = 40 um: apparent mobility 0.8000 cm^2/(V s)
  L = 80 um: apparent mobility 0.8889 cm^2/(V s)
  from 1/beta against L: a = 1.0000 MOhm V, mu0 = 1.0000 cm^2/(V s)
all good
```
